# Apex velocity and geometric levelling of a V-groove under uniform growth, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: two moving walls

A V-shaped groove has half-angle $\alpha$, measured between each wall and the vertical axis of the groove. If every part of the surface grows along its own normal at the same speed $v$, the apex of the groove rises at

$$v_{\rm apex}=\frac{v}{\sin\alpha}.$$

The flat surface outside the groove rises only at $v$. Since $\sin\alpha<1$ for $0<\alpha<90^\circ$, the apex gains on the flat surface and the groove becomes shallower. This is geometric levelling. It needs no additive that speeds up growth at the bottom or slows it down at the top.

The law holds while planar wall still reaches the apex. That stage ends at a definite deposit thickness, found below, and some depth is then left. Levelling continues afterwards at a falling rate.

### Geometry and conventions

The groove is long compared with its depth, so a two-dimensional cross-section describes it. The original apex is the origin, $x$ is horizontal, and $y$ points upward, out of the metal and into the electrolyte. The groove has depth $h$. Its walls end at the mouth, at $x=\pm a$ and $y=h$, and flat surface, called the field, extends outward from there. The right triangle formed by the axis, the mouth and one wall gives the half-width of the mouth and the length of a wall:

$$a=h\tan\alpha,\qquad L=\frac{h}{\cos\alpha}.$$

The full opening angle of the groove is $2\alpha$. If the wall inclination were measured from the horizontal instead, the sine in the result would become a cosine.

The deposit thickness, measured along the local normal, is $r=vt$ after time $t$. If $v$ changes with time but stays uniform over the surface, $r$ is the time integral of $v$, and every formula written in terms of $r$ remains valid.

### Where the walls go

The right wall runs upward from the origin along the unit vector

$$\mathbf u=(\sin\alpha,\cos\alpha).$$

Its unit normal on the electrolyte side is

$$\mathbf n=(-\cos\alpha,\sin\alpha).$$

The product $\mathbf u\cdot\mathbf n=-\sin\alpha\cos\alpha+\cos\alpha\sin\alpha$ vanishes, so the two are perpendicular. The sign of $\mathbf n$ is fixed by the electrolyte above the apex: the vector $(0,1)$ has the positive component $\sin\alpha$ along $\mathbf n$, as it should.

The original wall lies on the line $\mathbf n\cdot(x,y)=0$. Growth moves each of its points by $r\mathbf n$, which raises $\mathbf n\cdot(x,y)$ by $r$. The right wall therefore lies on

$$-x\cos\alpha+y\sin\alpha=r.$$

The left wall is the mirror image, obtained by replacing $x$ with $-x$:

$$x\cos\alpha+y\sin\alpha=r.$$

The apex is the point common to both lines. Subtracting the first equation from the second gives $2x\cos\alpha=0$, so $x=0$. Adding them gives $2y\sin\alpha=2r$, so

$$y_{\rm apex}=\frac{r}{\sin\alpha}=\frac{vt}{\sin\alpha}.$$

The derivative with respect to time is the stated velocity.

### Why the apex can outrun the growth

The apex is an intersection of two surfaces, and it is not attached to a particular piece of metal. Its displacement can be split into a part normal to the right wall and a part along it:

$$\left(0,\frac{r}{\sin\alpha}\right)=r\,\mathbf n+r\cot\alpha\,\mathbf u.$$

The horizontal components on the right are $-r\cos\alpha$ and $r\cot\alpha\sin\alpha=r\cos\alpha$, which cancel. The vertical components add to

$$r\sin\alpha+\frac{r\cos^2\alpha}{\sin\alpha}
=r\,\frac{\sin^2\alpha+\cos^2\alpha}{\sin\alpha}=\frac{r}{\sin\alpha}.$$

The normal part is the ordinary deposit thickness. The part along the wall says that the metal now at the apex grew from a wall point that was originally a distance $r\cot\alpha$ away from the apex. The wall points in between have been buried where the two deposits met. The apex moves quickly because it passes from one wall point to the next, while no part of the wall grows faster than $v$.

The same factor appears along the whole planar wall. At fixed $x$, the equation of the moving right wall gives a vertical rise of $r/\sin\alpha$. An inclined wall that advances by $r$ along its normal advances by more than $r$ along the vertical. The apex shares the vertical rise of the walls that form it.

### How long the law lasts

Each wall has a finite length $L$, and the apex uses it up at the rate $v\cot\alpha$. Suppose that growth creates no new planar wall at the mouth. The supply then ends when $r\cot\alpha=L$, at the thickness

$$r_*=L\tan\alpha=\frac{h\sin\alpha}{\cos^2\alpha}.$$

The supposition about the mouth is a real assumption, and the second derivation replaces it by a growth rule.

The field is at height $h+r$. The depth of the groove is the field height minus the apex height:

$$d=h+r-\frac{r}{\sin\alpha}
=h-r\left(\frac{1}{\sin\alpha}-1\right),\qquad r\le r_*.$$

To find the depth at the end of this stage, insert $r_*$ and use $\cos^2\alpha=(1-\sin\alpha)(1+\sin\alpha)$:

$$d_*=h-\frac{h\sin\alpha}{\cos^2\alpha}\,
\frac{1-\sin\alpha}{\sin\alpha}
=h-\frac{h}{1+\sin\alpha}
=\frac{h\sin\alpha}{1+\sin\alpha}.$$

This is positive, so the fast stage never finishes the levelling by itself.

### A worked groove

Take $\alpha=25^\circ$, $h=500$ nm and $v=2$ nm/s. With $\sin\alpha=0.4226$,

$$v_{\rm apex}=\frac{2}{0.4226}=4.73\ \text{nm/s},$$

or 47.3 Å/s. The depth falls at $4.73-2.00=2.73$ nm/s. After 60 s the deposit is 120 nm thick. The apex has risen by 284 nm and the field stands at 620 nm, which leaves a depth of 336 nm.

The fast stage ends at

$$r_*=\frac{500\times0.4226}{0.8214}=257\ \text{nm},$$

after 129 s. The depth left is $500\times0.4226/1.4226=149$ nm, about 30% of the original.

At fixed depth, a narrower groove levels faster. For $\alpha=10^\circ$ the apex moves at 5.76 times the wall speed, and the fast stage ends at $r_*=0.179h$ with 15% of the depth left. For $\alpha=80^\circ$ the ratio is only 1.015. The fast stage then lasts until $r_*=32.7h$, and almost half of the depth remains at its end. As $\alpha$ approaches $90^\circ$ the walls become part of the flat surface, and the velocity ratio tends to one.

### Unequal walls and a rounded bottom

The two walls may grow at slightly different speeds, $v_R$ and $v_L$, for instance because they expose different grains. While planar parts of both walls still meet, the line equations become

$$-x\cos\alpha+y\sin\alpha=v_Rt,\qquad
x\cos\alpha+y\sin\alpha=v_Lt.$$

Their sum and difference give

$$y=\frac{(v_R+v_L)t}{2\sin\alpha},\qquad
x=\frac{(v_L-v_R)t}{2\cos\alpha}.$$

The mean speed sets the rise, and the difference makes the apex drift towards the slower wall. With 2.10 nm/s on the right and 1.90 nm/s on the left, the rise is still 4.73 nm/s and the apex drifts to the left at 0.11 nm/s.

A groove may also start with a rounded bottom, a circular arc of radius $R$ tangent to both walls. The centre of the arc lies on the axis at a distance $R$ from each wall. A point at height $y_c$ on the axis is at distance $y_c\sin\alpha$ from a wall, so $y_c=R/\sin\alpha$. Uniform growth moves every point of the arc towards this centre, and the radius shrinks to $R-r$. The bottom is then at

$$y_{\rm bottom}=\frac{R}{\sin\alpha}-(R-r),\qquad r\le R.$$

It rises at $v$, with no geometric gain. At $r=R$ the arc has vanished and the bottom is at $R/\sin\alpha$, which is where the apex of a sharp groove with the same walls would be. From then on the sharp law applies without any lasting delay, provided that $R<r_*$. For $R=50$ nm in the example, this takes 25 s. Here $h$ is measured from the point where the extended walls would meet.

### A vertical trench

A trench with vertical walls and a flat floor behaves differently. Its floor is horizontal and rises at $v$, just like the field. If the trench is deeper than half its width, its depth therefore stays constant until the side walls meet. In a trench 200 nm wide and 500 nm deep, the floor has risen by only 99 nm when the deposit is 99 nm thick. One nanometre later the walls touch along their whole remaining height and form a seam.

In this ideal model the walls touch everywhere at once. If they grew somewhat faster near the mouth than below it, the mouth would close first and enclose a void. Filling such a trench from the floor upward requires the floor to grow faster than the side walls, which is what additives provide in copper superfilling. The V-groove levels without them because its walls are inclined.

### Is the growth speed uniform in the groove?

Copper ions must diffuse down to the apex, so their concentration $C$ is lower there. Let each unit of wall area consume $N$ ions per unit time, and let $D$ be the diffusion coefficient. In a steady state without migration or flow, $C$ obeys Laplace's equation. The linear function $C=C_0+gy$ satisfies it. The diffusive flux is then $(0,-Dg)$, and its component into the right wall, along $-\mathbf n$, is $Dg\sin\alpha$. Setting this equal to $N$ gives

$$g=\frac{N}{D\sin\alpha},\qquad
\Delta C=\frac{Nh}{D\sin\alpha}$$

for the difference between mouth and apex. The left wall gives the same condition by symmetry. The linear solution also takes the concentration to be uniform across the mouth. This is an approximation, because the flux into the mouth, $N/\sin\alpha$, exceeds the flux $N$ into the field beside it, so the flux lines bend towards the groove near the mouth. The result is therefore an estimate of the drop inside the groove. The bending adds a further drop outside the mouth. For an isolated groove like the one in the example, below a diffusion layer 50 µm thick, this further drop is of similar size, so the full difference between the distant field and the apex is about twice the estimate.

The electric potential in the electrolyte obeys the same equations, with the current density $j$ in place of $N$ and the conductivity $\kappa_e$ in place of $D$. The ohmic drop is therefore $jh/(\kappa_e\sin\alpha)$.

For rough values of 0.5 mol/L of copper ions, $D=5\times10^{-6}$ cm²/s and $\kappa_e=0.1$ S/cm, the depletion between mouth and apex is 0.13% of the supplied concentration. The ohmic drop is 6.5 µV, against a thermal voltage $kT/e$ of 25.7 mV at 298 K. Within this transport model, uniform growth is a good approximation for the example. Inside the groove, both drops grow in proportion to $h$ and to the plating rate, so a much deeper groove or much faster plating can break it.

## Second derivation: a union of discs

The symbols are those of the first half. The groove has half-angle $\alpha$, depth $h$, half-mouth $a=h\tan\alpha$ and wall length $L=h/\cos\alpha$. The deposit has normal thickness $r=vt$. Intersecting the two moving walls gave an apex height $r/\sin\alpha$ up to $r_*=h\sin\alpha/\cos^2\alpha$, where the depth is $d_*=h\sin\alpha/(1+\sin\alpha)$. The example has $\alpha=25^\circ$, $h=500$ nm, $a=233$ nm and $v=2$ nm/s.

### The growth rule

The second derivation follows the whole solid instead of two lines. Its rule is that, after growth by $r$, the metal occupies all points within a distance $r$ of the original metal. On a smooth part of the surface this is the same as normal growth until deposits from different places meet, because the shortest path from an outside point to the surface meets it at a right angle. The rule also says what happens at corners, where the normal is not defined.

The grown metal is thus the union of all discs of radius $r$ centred on the old metal. Let $y_0(x)$ be the original surface height. A disc centred on the surface at horizontal position $x+s$ reaches, above the point $x$, the height

$$y_0(x+s)+\sqrt{r^2-s^2},\qquad |s|\le r.$$

Discs centred deeper in the metal reach less high and fill the region below. The new surface is the highest point reached by any disc:

$$Y(x,r)=\max_{|s|\le r}\left[y_0(x+s)+\sqrt{r^2-s^2}\right].$$

The moving walls give an apex speed of $v/\sin\alpha$ while planar wall still reaches the apex, but the duration of that stage rested on an assumption about the mouth. It remains to apply the disc rule to the groove, which tests this result and gives the end of the fast stage and the depth afterwards.

Numbers in the example were calculated in double precision.
